Effective capture radius of a single absorbing site on a square lattice

**1. What symmetry and dimensions fix**

An adatom hops at random on a square lattice of constant a, at rate h to each of its four nearest neighbours. One site is a trap: an adatom that hops onto it is held and no longer counts as mobile. Adatoms do not interact. We want the density of mobile adatoms far from the trap.

At distances much larger than a the density ρ per unit area obeys a diffusion equation. The fourfold symmetry of the lattice makes the diffusion tensor isotropic. In a short time dt an adatom hops with probability 4h dt and moves by a, so its mean square displacement is 4ha² dt. Setting this equal to 4D dt gives D = ha².

Suppose that the trap captures J adatoms per unit time in a steady state. The same number crosses every circle around it, so 2πrD dρ/dr = J, and

ρ(r) = (J/2πD) ln(r/R).   (1)

The integration constant has been written as a length R. It is the effective capture radius: a perfectly absorbing disc of radius R would produce the same far field. The equations are linear in ρ, so R cannot depend on J. The only other inputs are h and a, and no length can be made from h. Therefore R = ca, with c a pure number. Continuum theory cannot supply c, because the trap has no size except the lattice constant. The lattice problem must be solved.

Until the worked example, lengths are in units of a, and n denotes the mean number of mobile adatoms per site. In these units the diffusion coefficient is h.

**2. The lattice problem**

Let x = (m,n') be a site with integer coordinates, and let e run over the four unit steps. In the steady state, with no deposition near the trap, arrivals balance departures at every other site:

h Σₑ [n(x+e) − n(x)] = 0 for x ≠ 0, with n(0) = 0.   (2)

The condition n(0) = 0 says that nothing hops back out. The capture rate is J = h Σₑ n(e), so the sum in (2), evaluated at the trap, equals J/h. Both cases are contained in

Σₑ [n(x+e) − n(x)] = (J/h) δ(x,0),   (3)

where δ(x,0) is 1 at the trap and 0 elsewhere.

Define φ(k) = (cos k₁ + cos k₂)/2 and the lattice potential kernel

A(x) = ∫ d²k/(4π²) [1 − cos(k·x)]/[1 − φ(k)],   (4)

with k₁ and k₂ running from −π to π. The integral converges: near k = 0 the numerator is (k·x)²/2 and the denominator is k²/4, so their ratio stays bounded.

In the average of cos[k·(x+e)] over the four steps, the sine terms from e and −e cancel, which leaves φ(k) cos(k·x). Hence

¼ Σₑ A(x+e) − A(x) = ∫ d²k/(4π²) [cos(k·x) − φ cos(k·x)]/(1 − φ) = ∫ d²k/(4π²) cos(k·x) = δ(x,0).   (5)

Also A(0) = 0. The four neighbours are equivalent, so (5) at x = 0 gives A = 1 on each of them. Comparison of (3) with (5) yields

n(x) = (J/4h) A(x).   (6)

This is the only solution with the given J that grows no faster than a logarithm. The difference of two such solutions satisfies (3) with zero on the right. Its Fourier transform, multiplied by 1 − φ, vanishes. Since 1 − φ is zero in the Brillouin zone only at k = 0, the transform is concentrated there, and the difference is a polynomial in the coordinates. A polynomial that grows no faster than a logarithm is constant, and this constant is zero because both solutions vanish at the trap.

**3. Carrying out one integration**

Write p = k₁, q = k₂, and define s(q) ≥ 0 by cosh s = 2 − cos q. Then 1 − φ = (cosh s − cos p)/2. For s > 0 a geometric series with z = e^(−s+ip) gives

1 + 2 Σ_(j≥1) e^(−js) cos jp = Re[(1+z)/(1−z)] = (1 − |z|²)/|1 − z|² = sinh s/(cosh s − cos p).   (7)

The last step multiplies numerator and denominator by e^s/2. Multiplying (7) by cos mp and averaging over p selects the term j = |m|:

∫ dp/(2π) cos mp/(cosh s − cos p) = e^(−|m|s)/sinh s.   (8)

In (4), cos(mp + n'q) = cos mp cos n'q − sin mp sin n'q, and the second product is odd in p and drops out. Using (8) for m and for m = 0, and the evenness in q, we find

A(m,n') = (2/π) ∫₀^π dq [1 − e^(−|m|s) cos n'q]/sinh s.   (9)

With t = sin(q/2),

sinh² s = (2 − cos q)² − 1 = (1 − cos q)(3 − cos q) = 2t²(2 + 2t²),

so that

sinh s = 2 sin(q/2) √(1 + sin²(q/2)).   (10)

**4. The far field**

By symmetry we may take m ≥ n' ≥ 0, so that m ≥ r/√2, with r = √(m² + n'²). The integrand of (9) is bounded at q = 0. We may therefore start the integral at a small ε, split it, and let ε go to zero at the end:

(π/2) A = K − E, K = ∫_ε^π dq/sinh s, E = ∫_ε^π dq e^(−ms) cos n'q/sinh s.   (11)

K depends on the lattice but not on position. Put u = cos(q/2), so dq = −2du/sin(q/2). Since sin²(q/2) = 1 − u², (10) gives

K = ∫₀^(u₁) du/[(1 − u²)√(2 − u²)] = artanh[u₁/√(2 − u₁²)], u₁ = cos(ε/2).   (12)

To verify the integral, let v = u/√(2−u²). Then dv/du = 2/(2−u²)^(3/2) and 1 − v² = 2(1−u²)/(2−u²), and their quotient is the integrand. For small ε, u₁² ≈ 1 − ε²/4, so v² ≈ (1 − ε²/4)/(1 + ε²/4) ≈ 1 − ε²/2 and v ≈ 1 − ε²/4. With artanh v = ½ ln[(1+v)/(1−v)],

K → ½ ln(8/ε²) = ln(2√2/ε).   (13)

This is the origin of the factor 2√2.

E contains the position. For large r the exponential leaves only q of order 1/r, where s ≈ q and sinh s ≈ q. The upper limit may then be moved to infinity with an exponentially small error. With z = m + in', E is to leading order the real part of ∫_ε^∞ dq e^(−zq)/q. Integration by parts gives

∫_ε^∞ dq e^(−zq)/q = −e^(−zε) ln ε + z ∫_ε^∞ dq e^(−zq) ln q → −ln ε + ∫₀^∞ dv e^(−v)(ln v − ln z).

In the last integral v = zq, and the path has been turned onto the real axis, which is allowed because Re z > 0. Since ∫₀^∞ e^(−v) ln v dv = −γ, where γ ≈ 0.5772 is Euler's constant, and Re ln z = ln r,

E → −γ − ln(εr).   (14)

The cutoff cancels in K − E, and

A ≈ (2/π)[ln r + γ + ln(2√2)] = (2/π) ln(r/R), R = e^(−γ)/(2√2).   (15)

Inserting this in (6) gives n = (J/2πh) ln(r/R), which is (1) in lattice units, with the prefactor required by flux conservation. Restoring the lattice constant,

R = a e^(−γ)/(2√2) = 0.1985 a.   (16)

No site lies at distance R from the trap. The radius is the point where the far-field logarithm, continued inward beyond its range, reaches zero. The actual density on the neighbour sites is J/4h, which is not zero.

The number can be confirmed without the kernel. Equation (2) was solved numerically inside a disc of radius 60a, with n = 0 at the trap and n = ln r + k on the sites outside. A logarithm of unit slope carries the flux 2πh, so k must be chosen to make the four neighbour densities add up to 2π; then k = −ln R. The solution gives R = 0.198506a, which agrees with the formula in (16) to six decimals.

**5. How far is far**

The first correction shows where the circular far field sets in. From cosh s = 2 − cos q follows sinh(s/2) = sin(q/2). Expanding both sides to third order gives s = q − q³/12, hence sinh s = s + s³/6 = q + q³/12. Therefore

e^(−ms)/sinh s ≈ e^(−mq)[1/q − q/12 + mq²/12].

The last two terms change E by

ΔE = Re[−1/(12z²) + m/(6z³)] = Re[z*/(12z³)] = cos 4θ/(12r²),   (17)

where m = (z + z*)/2 was used and θ is the polar angle. Since E enters A with a minus sign,

A = (2/π)[ln(r/R) − cos 4θ/(12r²)] + O(r⁻⁴).   (18)

The logarithm lies above the true kernel along the axes and below it along the diagonals. On a neighbour site it gives 1.029 instead of 1, an excess of 2.9%. At (4,3) it gives 2.0540 against 2.0558, a deficit of 0.09%. A few lattice constants are thus enough for the far field.

**6. Other capture rules**

The value (16) belongs to a trap that adatoms enter at the ordinary rate h. Let the rate from each neighbour into the trap be wh instead, with all other rates unchanged. By symmetry the four neighbours share one density n₁, and J = 4whn₁.

The balance on a neighbour site takes its ordinary form if a fictitious density n₀ is assigned to the trap such that h(n₀ − n₁) = −whn₁, or n₀ = (1 − w)n₁. Then (3) holds everywhere, but with the value n₀ at the origin. Hence

n = n₀ + (J/4h)A, n₀ = (1 − w)J/(4wh) = (J/4h)(1/w − 1).   (19)

With (15) the far field is (J/2πh)[ln(r/R) + (π/2)(1/w − 1)]. It vanishes at the radius R_w given by

ln R_w = ln R − (π/2)(1/w − 1).   (20)

For w → ∞ an adatom is captured as soon as it reaches a neighbour site. This describes an immobile adatom that binds any adatom arriving beside it. The radius becomes

R_∞ = R e^(π/2) = 0.955 a,   (21)

nearly five times the value for capture on the site itself. For w → 0 the radius shrinks exponentially in 1/w, and entry into the trap, not diffusion towards it, limits the capture.

If the captor is itself a mobile adatom, the separation of the pair performs the same lattice walk at rate 2h. The radius does not depend on the hop rate, so (21) also applies to two mobile adatoms that bind as neighbours.

**7. From radius to capture number**

Equation (1) grows without limit and needs a source. On a growing surface the source is deposition at a rate F per site. Let each trap have a circular capture zone of radius R_c, containing N = πR_c² sites, with no net flux through its rim. Away from the trap

(h/r) d/dr (r dn/dr) = −F.

Multiplication by r and integration from r to R_c, where dn/dr = 0, gives hr dn/dr = F(R_c² − r²)/2. A second integration yields

n = (F/2h)[R_c² ln(r/R) − r²/2].   (22)

The constant is fixed by matching: for 1 ≪ r ≪ R_c the r² term is negligible and (22) must reduce to (J/2πh) ln(r/R), with J = πR_c²F. It does.

For the mean over the zone, ∫ r ln(r/R) dr = (r²/2) ln(r/R) − r²/4, so the logarithm averages to ln(R_c/R) − 1/2. The mean of r²/2 is R_c²/4. Thus

n̄ = (FR_c²/2h)[ln(R_c/R) − 3/4].   (23)

The capture number σ is defined by J = σhn̄. Dividing J = πR_c²F by hn̄ gives

σ = 2π/B, B = ln(R_c/R) − 3/4, for R_c ≫ 1.   (24)

For the modified trap, R_w replaces R. When w is so small that (π/2)/w dominates B, σ → 4w: the density is then nearly uniform, and four neighbours feed the trap at rate wh each.

Direct solutions of the lattice equations with deposition test (24). For a disc-shaped cell of 2885 sites with a reflecting rim, B differs from the formula by −0.0001. For periodic square cells of 40 × 40 and 80 × 80 sites it exceeds the formula, taken at equal area, by 0.0117 and 0.0118. The excess hardly changes with cell size and is absent for the disc, so it comes from the shape of the zone and not from the capture radius.

**8. Example: point traps on a metal surface**

Take a hop length a = 0.26 nm, a hop barrier of 0.40 eV, a prefactor of 10¹³ s⁻¹, a temperature of 300 K and a flux F = 0.001 monolayers per second, one monolayer being one atom per site. The traps form a square array with a spacing of 40 sites, or 10.4 nm, so N = 1600 and the trap density is 9.2 × 10¹¹ cm⁻².

With kT = 0.02585 eV,

h = 10¹³ s⁻¹ × exp(−0.40/0.02585) = 1.91 × 10⁶ s⁻¹,
D = ha² = 1.29 × 10⁻⁹ cm²/s.

The capture radius is R = 0.1985 × 0.26 nm = 0.052 nm. The zone radius is R_c = √(1600/π) a = 22.57a, and (24) gives

B = ln(22.57/0.1985) − 0.75 = 3.98, σ = 6.283/3.98 = 1.58.

The lattice solution for the square cell gives 1.573, lower by 0.3% because of the zone shape. Guessing R = a/2 in (24) would give σ = 2.05, and R = a would give 2.66. These are 30% and 68% above the value from the correct radius. The logarithm softens an error in R but does not remove it.

The mean density follows from FN = σhn̄:

n̄ = 0.001 × 1600/(1.573 × 1.907 × 10⁶) = 5.3 × 10⁻⁷ per site,

or 7.9 × 10⁸ cm⁻². An adatom wanders for n̄/F = 0.53 ms on average before capture. A trap waits 1/(FN) = 0.625 s between arrivals, over a thousand times longer. The steady state is therefore established well before a typical first arrival. The density is an average over many zones, since at a given moment most zones contain no mobile adatom.

After its first capture, a trap follows (21) if its adatom holds any other that arrives beside it. If the bond energy adds to the hop barrier for each of the three detachment hops, a bond of 0.3 eV breaks after about 0.02 s at 300 K, one of 0.4 eV after about 0.9 s, and one of 0.5 eV after about 40 s. A detached adatom starts next to its trap and usually returns to it, so breaking a bond is not yet losing the adatom. What matters for the density is the time it spends mobile. It lands on (2,0) or (1,±1), where A − 1 averages 1/3, and wanders for about N(A − 1)/4h = 7 × 10⁻⁵ s. With one bound adatom per trap, detachment adds about 7 times the deposited mobile density for a bond of 0.3 eV, 15% for 0.4 eV and 0.3% for 0.5 eV. The values below therefore need a bond well above 0.4 eV, which is assumed in what follows and may fail for a real metal. With every trap in the array filled, at the same spacing and flux, the lattice solution gives σ = 2.59. The number captured per second is still set by the flux. What changes is the mean density, which falls by the factor 1.573/2.59 = 0.61. While some traps are filled and others empty, the zones are no longer equivalent, and neither value describes the whole array. A second capture creates a larger island, for which (21) no longer holds.

The hop length, barrier and flux are rough values in the regime of slow Cu(100) growth near room temperature, where adatoms hop between hollow sites that form a square lattice. The trap is a model: a hollow site with an assumed extra binding of 0.8 eV. Its chance of losing its adatom before the next arrival is then about 2 × 10⁻⁷. An assumption that may fail in a real material is that hops into the trap have the ordinary rate, since a defect that binds an adatom can also alter the barriers around it. A barrier into the trap higher by only 0.02 eV gives w = 0.46, R_w = 0.032a and σ = 1.08, which is 31% below 1.573. An error that shifts all hop barriers equally, including those into the trap, acts differently: it leaves σ unchanged but alters n̄ in proportion to 1/h, by a factor of about 7 for 0.05 eV.

Other hops matter less at the strengths tried. Adding double-length hops at 0.05h per direction, which may pass over the trap without being caught, gives σ = 1.50, and adding diagonal hops at the same rate instead gives 1.55, each defined with the correspondingly larger diffusion coefficient. Desorption is negligible for an assumed desorption energy of 2.5 eV.

Adatoms can also meet each other. Their relative diffusion coefficient is 2h and the density of pairs is n²/2, so meetings occur at a rate σ_p h n² per site, and each removes two adatoms if the pair stays bound. Taking the filled-trap value σ_p ≈ 2.59 as an estimate, the fraction of adatoms lost is

2σ_p h⟨n²⟩/F ≈ 0.3%,   (25)

where ⟨n²⟩ is the mean of n² over the zone. This is a rough estimate, on the high side by a factor of up to about two: σ_p was calculated for a fixed captor in a closed zone, whereas either member of a pair can first be lost to a trap. Because n is proportional to FN/h apart from the logarithm, this fraction grows roughly as FN²/h. Doubling the trap spacing at fixed flux and temperature multiplies N² by sixteen, which brings the loss to a few per cent. For much wider spacing or higher flux, new islands form between the traps, and the zones assumed in (24) lose their meaning. The remaining values are listed in the numerical output.

Numbers as computed

```
capture radius R, formula: 0.198506 a
capture radius, boundary problem: 0.198506 a
kernel A: exact, logarithm, with 1/r^2 term (no unit)
  A(1,0): 1.000000 1.029374 0.976322
  A(1,1): 1.273240 1.250009 1.276535
  A(2,0): 1.453521 1.470645 1.457382
  A(4,3): 2.055775 2.053974 2.055763
  A(10,0): 2.494702 2.495245 2.494714
radius, capture on neighbours: 0.9549 a
B offset, square zone L=40: 0.01172
B offset, square zone L=80: 0.01180
B offset, disc zone of 2885 sites: -0.00012
hop length: 0.26 nm; temperature: 300 K
hop barrier: 0.40 eV; prefactor: 1e+13 1/s
flux: 0.001 ML/s; trap spacing: 40 sites
trap spacing: 10.4 nm
trap density: 9.246e+11 1/cm2
R in the example: 0.0516 nm
zone radius Rc: 22.568 a
thermal energy kT: 0.02585 eV
hop rate h per direction: 1.907e+06 1/s
diffusion coefficient D: 1.289e-09 cm2/s
B, formula: 3.9835; lattice: 3.9952
sigma empty trap, formula: 1.5773
sigma empty trap, lattice: 1.5727
sigma if R = a/2: 2.0536
sigma if R = a: 2.6550
sigma filled trap, lattice: 2.5896
mean adatom density: 5.336e-07 per site
mean adatom density: 7.893e+08 1/cm2
mean transit time: 5.336e-04 s
mean wait between arrivals at a trap: 0.625 s
barrier into trap raised by: 0.02 eV
  rate ratio w: 0.4613; radius: 0.0317 a
  sigma, lattice: 1.0783
extra hop rate per direction: 0.05 h
  double hops: sigma 1.4977, radius 0.1625 a
  diagonal hops: sigma 1.5542, radius 0.1893 a
fraction of adatoms lost to pairing: 2.84e-03
desorption energy: 2.5 eV; fraction desorbed: 5.4e-33
extra trap binding: 0.8 eV; escape chance per wait: 1.7e-07
```
